# Charge transfer from the full to the empty half of a chain: a program that tests the result

```python
# RESULT UNDER TEST
# Infinite chain, H = -g * sum(c+_{m+1} c_m + h.c.), one spin orientation.
# Initially sites m <= 0 are full and sites m >= 1 are empty.
# With tau = 2 g t / hbar, the mean number of electrons transferred is
#   N = sum_{k>=1} k J_k(tau)^2
#     = tau^2/2 (J0^2 + J1^2) - tau/2 J0 J1,
# the particle current is I = (g tau / hbar)(J0^2 + J1^2), and at long times
# I tends to the full-band Landauer value 4 g / h = 2 g / (pi hbar).
# Units: Rydberg atomic units, hbar = 1, energy in Ry, time in hbar/Ry.
# Symbols: g hopping, t time, tau scaled time, J_k Bessel functions.
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import jv

g = 0.05
orders = np.arange(0, 260)


def number_sum(tau):
    return np.sum(orders * jv(orders, tau) ** 2)


def number_closed(tau):
    j0, j1 = jv(0, tau), jv(1, tau)
    return tau**2 / 2 * (j0**2 + j1**2) - tau / 2 * j0 * j1


def current_closed(tau):
    return g * tau * (jv(0, tau) ** 2 + jv(1, tau) ** 2)


class Chain:
    """Finite open chain; array index half-1 is site 0, index half is site 1."""

    def __init__(self, half, left_potential=0.0):
        self.half = half
        size = 2 * half
        h = -g * (np.eye(size, k=1) + np.eye(size, k=-1))
        h[np.arange(half), np.arange(half)] += left_potential
        self.energy, self.modes = np.linalg.eigh(h)

    def propagator(self, t):
        return (self.modes * np.exp(-1j * self.energy * t)) @ self.modes.T

    def observe(self, t):
        """Transferred number, bond current 0 -> 1, right-hand densities."""
        filled = self.propagator(t)[:, :self.half]
        density = np.sum(np.abs(filled[self.half:]) ** 2, axis=1)
        bond = np.vdot(filled[self.half - 1], filled[self.half])
        return density.sum(), 2 * g * bond.imag, density


# Amplitudes, including their phases, against diagonalization
half = 120
chain = Chain(half)
t_test = 130.0
u = chain.propagator(t_test)
for m, n in [(1, 0), (3, -4), (0, 0), (-5, 2), (9, -3)]:
    exact = u[half - 1 + m, half - 1 + n]
    k = m - n
    assert abs(exact - 1j**k * jv(k, 2 * g * t_test)) < 1e-10

# Densities, transferred number and current against diagonalization
times = [10.0, 50.0, 200.0, 400.0]
rows = []
for t in times:
    tau = 2 * g * t
    n_chain, i_chain, density = chain.observe(t)
    for m in (1, 2, 7):
        bessel_density = np.sum(jv(orders[m:], tau) ** 2)
        assert abs(density[m - 1] - bessel_density) < 1e-9
    assert abs(density[0] - (1 - jv(0, tau) ** 2) / 2) < 1e-9
    assert abs(n_chain - number_sum(tau)) < 1e-8
    assert abs(n_chain - number_closed(tau)) < 1e-8
    product_sum = np.sum(jv(orders, tau) * jv(orders + 1, tau))
    assert abs(i_chain - 2 * g * product_sum) < 1e-9
    assert abs(i_chain - current_closed(tau)) < 1e-9
    dt = 0.02
    slope = (chain.observe(t + dt)[0] - chain.observe(t - dt)[0]) / (2 * dt)
    assert abs(slope - current_closed(tau)) < 1e-6
    rows.append((t, tau, n_chain, number_sum(tau), i_chain, density[0]))

# Short-time law
t_short = 1.0
tau_short = 2 * g * t_short
n_short = chain.observe(t_short)[0]
assert abs(n_short / (tau_short**2 / 4) - 1) < tau_short**2 / 4

# First current maximum: root of J0 = J1 against a scan of the finite chain
tau_peak = brentq(lambda x: jv(0, x) - jv(1, x), 0.5, 2.0)
small_chain = Chain(40)
scan_tau = np.arange(0.0, 15.0, 0.02)
scan_current = np.array([small_chain.observe(x / (2 * g))[1]
                         for x in scan_tau])
best = np.argmax(scan_current)
assert abs(scan_tau[best] - tau_peak) < 0.021
assert abs(scan_current[best] - current_closed(tau_peak)) < 1e-4 * g

# Landauer current: transmission from numerically decimated leads.
# The energy window is wider than the band, so the band edges are tested too.
cells = 1200
width = 6 * g / cells
energies = -3 * g + (np.arange(cells) + 0.5) * width
z = energies + 1e-6j * g
surface = np.zeros(cells, complex)
bulk = np.zeros(cells, complex)
coupling = np.full(cells, -g, complex)
for _ in range(45):
    inverse = 1 / (z - bulk)
    shift = coupling * inverse * coupling
    surface = surface + shift
    bulk = bulk + 2 * shift
    coupling = shift
self_energy = g**2 / (z - surface)
broadening = -2 * self_energy.imag
transmission = broadening**2 / np.abs(z - 2 * self_energy) ** 2
inside = np.abs(energies) < 2 * g
assert np.max(np.abs(transmission[inside] - 1)) < 1e-3
assert np.max(transmission[~inside]) < 1e-3
landauer_numeric = np.sum(transmission) * width / (2 * np.pi)
plateau = 2 * g / np.pi
assert abs(landauer_numeric / plateau - 1) < 1e-3
# The finite chain itself approaches the independently computed value
assert abs(rows[-1][4] / landauer_numeric - 1) < 0.02

# Long-time expansions over a wide range of scaled times
long_tau = np.linspace(50, 1000, 20001)
ratio = current_closed(long_tau) / plateau
first_order = 1 - np.cos(2 * long_tau) / (2 * long_tau)
current_bound = np.max(np.abs(ratio - first_order) * long_tau**2)
number_bound = np.max(np.abs(number_closed(long_tau) - long_tau / np.pi)
                      * long_tau)
assert current_bound < 0.3
assert number_bound < 0.13

# A retained potential step wider than the band stops the steady current
step = 6 * g
step_chain = Chain(half, step)
n_step_200 = step_chain.observe(200.0)[0]
n_step_400 = step_chain.observe(400.0)[0]
assert abs(n_step_400 - n_step_200) < 0.05
assert rows[3][2] - rows[2][2] > 6

# Conversions
rydberg_joule = constants.value("Rydberg constant times hc in J")
time_unit = constants.hbar / rydberg_joule
microampere = constants.e / time_unit * 1e6

print(f"hopping g = {g:.3f} Ry")
print(f"band width 4g = {4 * g:.3f} Ry")
print(f"time unit hbar/Ry = {time_unit * 1e18:.4f} as")
print(f"finite chain used for the check = {2 * half} sites")
for t, tau, n_chain, n_bessel, current, n_first in rows:
    print(f"t = {t:.0f} hbar/Ry, tau = {tau:.1f} (no unit)")
    print(f"  N from Bessel sum = {n_bessel:.6f} electrons")
    print(f"  N from finite chain = {n_chain:.6f} electrons")
    print(f"  long-time line tau/pi = {tau / np.pi:.6f} electrons")
    print(f"  particle current = {current:.6f} Ry/hbar")
    print(f"  current / Landauer = {current / plateau:.5f} (no unit)")
    print(f"  occupation of site 1 = {n_first:.5f} (no unit)")
print(f"N at t = 1 hbar/Ry, chain = {n_short:.7f} electrons")
print(f"short-time law tau^2/4 = {tau_short**2 / 4:.7f} electrons")
print(f"first maximum: tau = {tau_peak:.4f} (no unit)")
print(f"first maximum: t = {tau_peak / (2 * g):.3f} hbar/Ry")
print(f"first maximum: current = {current_closed(tau_peak):.6f} Ry/hbar")
print("first maximum / Landauer = "
      f"{current_closed(tau_peak) / plateau:.4f} (no unit)")
print(f"Landauer current 2g/(pi hbar) = {plateau:.6f} Ry/hbar")
print(f"Landauer from Green functions = {landauer_numeric:.6f} Ry/hbar")
print(f"Landauer, one spin = {plateau * microampere:.2f} microampere")
print(f"Landauer, both spins = {2 * plateau * microampere:.2f} microampere")
print("max tau^2 |I/I_L - 1 + cos(2tau)/(2tau)|, tau 50-1000 = "
      f"{current_bound:.4f} (no unit)")
print("max tau |N - tau/pi|, tau 50-1000 = "
      f"{number_bound:.4f} (no unit)")
print(f"retained potential step = {step:.2f} Ry")
print(f"N with step, t = 200 hbar/Ry: {n_step_200:.5f} electrons")
print(f"N with step, t = 400 hbar/Ry: {n_step_400:.5f} electrons")
print("PASS")
```

It prints:

```
hopping g = 0.050 Ry
band width 4g = 0.200 Ry
time unit hbar/Ry = 48.3777 as
finite chain used for the check = 240 sites
t = 10 hbar/Ry, tau = 1.0 (no unit)
  N from Bessel sum = 0.221223 electrons
  N from finite chain = 0.221223 electrons
  long-time line tau/pi = 0.318310 electrons
  particle current = 0.038959 Ry/hbar
  current / Landauer = 1.22392 (no unit)
  occupation of site 1 = 0.20724 (no unit)
t = 50 hbar/Ry, tau = 5.0 (no unit)
  N from Bessel sum = 1.590166 electrons
  N from finite chain = 1.590166 electrons
  long-time line tau/pi = 1.591549 electrons
  particle current = 0.034712 Ry/hbar
  current / Landauer = 1.09052 (no unit)
  occupation of site 1 = 0.48423 (no unit)
t = 200 hbar/Ry, tau = 20.0 (no unit)
  N from Bessel sum = 6.361153 electrons
  N from finite chain = 6.361153 electrons
  long-time line tau/pi = 6.366198 electrons
  particle current = 0.032364 Ry/hbar
  current / Landauer = 1.01674 (no unit)
  occupation of site 1 = 0.48605 (no unit)
t = 400 hbar/Ry, tau = 40.0 (no unit)
  N from Bessel sum = 12.733373 electrons
  N from finite chain = 12.733373 electrons
  long-time line tau/pi = 12.732395 electrons
  particle current = 0.031880 Ry/hbar
  current / Landauer = 1.00154 (no unit)
  occupation of site 1 = 0.49997 (no unit)
N at t = 1 hbar/Ry, chain = 0.0024969 electrons
short-time law tau^2/4 = 0.0025000 electrons
first maximum: tau = 1.4347 (no unit)
first maximum: t = 14.347 hbar/Ry
first maximum: current = 0.043076 Ry/hbar
first maximum / Landauer = 1.3533 (no unit)
Landauer current 2g/(pi hbar) = 0.031831 Ry/hbar
Landauer from Green functions = 0.031831 Ry/hbar
Landauer, one spin = 105.42 microampere
Landauer, both spins = 210.84 microampere
max tau^2 |I/I_L - 1 + cos(2tau)/(2tau)|, tau 50-1000 = 0.2500 (no unit)
max tau |N - tau/pi|, tau 50-1000 = 0.1194 (no unit)
retained potential step = 0.30 Ry
N with step, t = 200 hbar/Ry: 0.06133 electrons
N with step, t = 400 hbar/Ry: 0.06133 electrons
PASS
```
